# Effective sample size of a weighted ion-implantation run

## Problem

A Monte Carlo program follows boron ions of about 30 keV into silicon through a mask window 190 nm wide. The dose is uniform across the window. The edge is of special interest, so it is sampled more densely:

- the inner 100 nm receives one history per nm of width, which makes 100 histories;
- the edge strip, 90 nm wide, receives ten histories per nm, which makes 900 histories.

Each history carries a weight equal to the width, in nm, that it stands for. An inner history has weight 1 and an edge history has weight 0.1.

The score $x_i$ of history $i$ is the depth at which the ion stops, wherever it stops sideways. The mean depth over the window is estimated by

$$m=\frac{\sum_i w_i x_i}{\sum_i w_i}.$$

Assume that the histories are independent, that the numbers of histories and their weights are fixed before the run, and that the silicon is flat and laterally uniform. The stopping depth then follows the same law at every entry point. Take a mean of 100 nm and a standard deviation $\sigma=40$ nm, both rough values for this implant before annealing.

(a) How many equally weighted, independent histories would give the mean depth with the same variance? Call this number $n_{\rm eff}$.

(b) What is the standard error of the mean depth?

(c) A plain average of the 1000 depths ignores the weights. When is it better, and when is it worse?

(d) What changes if the edge histories are clones of a smaller number of ions?

## First estimate by scaling

The sum of $n_g$ independent scores fluctuates by $\sigma\sqrt{n_g}$. If each score is multiplied by $w$, the fluctuation becomes $w\sigma\sqrt{n_g}$. For the two groups this gives

$$\text{inner: } 1\times\sqrt{100}\,\sigma=10\,\sigma,\qquad
\text{edge: } 0.1\times\sqrt{900}\,\sigma=3\,\sigma .$$

The inner group is the noisier one, although it has nine times fewer histories. Keep its noise alone, and divide by the total weight, $100\times1+900\times0.1=190$. The standard error is then about $10\sigma/190=\sigma/19$. A mean of $N$ equal histories has the error $\sigma/\sqrt N$, so the estimate is

$$N\approx 19^2=361,\qquad \frac{\sigma}{19}=\frac{40\ \text{nm}}{19}\approx2.1\ \text{nm}.$$

Since some noise has been left out, 361 must lie above the true value.

## Exact solution

**Variance of the weighted mean.** Write $W=\sum_i w_i$ and let $\delta_i=x_i-\langle x_i\rangle$ be the deviation of a score from its own expected value. The weights are fixed numbers, so

$$m-\langle m\rangle=\frac1W\sum_i w_i\delta_i .$$

Squaring and averaging gives a double sum:

$$\mathrm{Var}\,m=\frac{1}{W^2}\sum_i\sum_j w_iw_j\langle\delta_i\delta_j\rangle .$$

For $i\neq j$, independence gives $\langle\delta_i\delta_j\rangle=\langle\delta_i\rangle\langle\delta_j\rangle=0$. For $i=j$, the average is $\sigma^2$, the same for every history. What remains is

$$\mathrm{Var}\,m=\sigma^2\,\frac{\sum_i w_i^2}{\left(\sum_i w_i\right)^2}.$$

For $N$ equal weights $w$ the fraction is $Nw^2/(Nw)^2=1/N$, which is the usual result $\sigma^2/N$. Setting the two variances equal defines the effective sample size:

$$n_{\rm eff}=\frac{\left(\sum_i w_i\right)^2}{\sum_i w_i^2}.$$

A common factor in all the weights cancels, so their unit does not matter. The shape of the depth law does not enter either. A finite variance, common to all histories, is enough.

**Numbers.** The two sums are

$$\sum_i w_i=100+90=190,\qquad
\sum_i w_i^2=100\times1^2+900\times0.1^2=100+9=109,$$

and therefore

$$n_{\rm eff}=\frac{190^2}{109}=\frac{36100}{109}\approx331 .$$

This answers (a). For (b), the standard error is

$$\frac{\sigma}{\sqrt{n_{\rm eff}}}=\frac{40\ \text{nm}}{\sqrt{331.19}}\approx2.20\ \text{nm}.$$

One thousand equal weights would give $40\ \text{nm}/\sqrt{1000}\approx1.26$ nm.

The same $n_{\rm eff}$ serves any other score whose variance is equal in both groups. An example is the fraction of ions that stop deeper than 150 nm. For a Gaussian depth law this limit lies $50/40=1.25$ standard deviations beyond the mean, and the fraction is $p=0.1056$. This value belongs to the assumed law and is sensitive to the rough mean: with a mean of 110 nm instead of 100 nm it would be 0.159. A yes/no score has the variance $p(1-p)$, so the standard error is

$$\sqrt{\frac{0.1056\times0.8944}{331.19}}\approx0.017,$$

or 16 % of the fraction itself. Summing over all possible numbers of deep ions in the two groups, with their binomial probabilities, also gives $n_{\rm eff}=331.19$.

**Why the result lies below 1000.** Let $\bar w=W/n$ be the mean weight of the $n$ histories and $s$ the standard deviation of the weights. By definition $s^2=\frac1n\sum_i w_i^2-\bar w^2$, so $\sum_i w_i^2=n(\bar w^2+s^2)$. Inserting this together with $W=n\bar w$ gives

$$n_{\rm eff}=\frac{n^2\bar w^2}{n(\bar w^2+s^2)}=\frac{n}{1+s^2/\bar w^2}.$$

Since $s^2\ge0$, the effective size cannot exceed $n$, and it equals $n$ only if all weights are equal. Here $\bar w=0.19$ and $s=0.27$. Hence $s^2/\bar w^2=2.019$, and $1000/3.019\approx331$ again.

**Effective sizes need not add.** For the mean depth in the inner strip alone, the run has 100 equal weights and $n_{\rm eff}=100$. For the edge strip alone it has $n_{\rm eff}=900$. The window mean combines the two strip means in proportion to their widths:

$$m=\frac{100}{190}\,m_{\rm inner}+\frac{90}{190}\,m_{\rm edge}.$$

Its variance is

$$\mathrm{Var}\,m=\left(\frac{100}{190}\right)^2\frac{\sigma^2}{100}+\left(\frac{90}{190}\right)^2\frac{\sigma^2}{900}
=\frac{(100+9)\,\sigma^2}{190^2}.$$

The poorly known inner mean enters with more than half of the total weight, and the good statistics at the edge cannot repair it as long as the strips are combined in these proportions. An effective sample size therefore belongs to one tally, not to the run as a whole.

## Comparison of the two results

The scaling estimate kept 100 of the 109 units in $\sum_i w_i^2$. It is thus too high by the factor $109/100$, or 9 % relative to the exact value. Its standard error, $40/19\approx2.11$ nm, is about 4 % below the exact 2.20 nm, because the error depends on the square root of $n_{\rm eff}$.

To see when the estimate can be trusted, give the 900 light histories a general weight $w$:

$$n_{\rm eff}(w)=\frac{(100+900w)^2}{100+900w^2}=100\,\frac{(1+9w)^2}{1+9w^2}.$$

The estimate replaces the denominator $1+9w^2$ by 1, which requires $9w^2\ll1$. At $w=0.1$ this term is 0.09. At $w=1/3$ the two groups are equally noisy and the estimate is twice too large. At $w=1$ it gives 10000, where the exact formula gives 1000. For $w\to0$ both give 100, since the light histories then contribute neither signal nor noise.

The number 361 also has an exact meaning. Suppose that the edge strip is sampled with more and more histories while its total weight stays at 90. With $k$ edge histories, each has weight $90/k$, and their squared weights add up to $k(90/k)^2=8100/k$. This tends to zero, and $n_{\rm eff}$ tends to $190^2/100=361$. That is the ceiling set by the 100 inner histories.

This shows where extra computing time helps the window mean. Doubling the edge histories costs 900 new ions and lowers their part of $\sum_i w_i^2$ from 9 to 4.5, so that $n_{\rm eff}=36100/104.5\approx345$. Doubling the inner histories costs 100 new ions, each inner weight becoming 0.5. Their part falls from 100 to 50, and $n_{\rm eff}=36100/59\approx612$.

## Part (c): the plain average

If both groups have the same mean depth, the plain average is unbiased too, and its error of 1.26 nm is smaller than 2.20 nm. Under the assumptions of the problem it is the better estimator of this particular quantity. For independent histories, the weights protect against the case in which the strips differ.

Suppose that the edge ions stop 10 nm shallower on average, with the same spread. The true window mean is

$$\frac{100\times100+90\times90}{190}\ \text{nm}=95.26\ \text{nm}.$$

The weighted mean has this expected value. The plain average gives the edge a share of $900/1000$ instead of $90/190$, and its expected value is

$$0.1\times100\ \text{nm}+0.9\times90\ \text{nm}=91.00\ \text{nm}.$$

It is biased by $-4.26$ nm, and more histories in the same proportions do not reduce this. Its root-mean-square error, bias and scatter together, is $\sqrt{4.263^2+1.265^2}\approx4.45$ nm. The weighted mean keeps its 2.20 nm, because $\delta_i$ is measured from the expected value of its own group and the group sizes are fixed.

This was tested by repeating the run 20000 times with a skewed depth law (a gamma distribution with mean 100 nm and spread 40 nm) and the 10 nm shift at the edge. The weighted means averaged 95.26 nm and the plain means 91.00 nm. The scatter of the weighted means corresponds to $n_{\rm eff}=330.2$. A variance found from $R$ nearly Gaussian values is uncertain by the fraction $\sqrt{2/R}$, here 1 %, so this agrees with 331.

The break-even shift $d$ follows from equal mean square errors. The bias is $(0.9-90/190)\,d=0.426\,d$ in size, and

$$0.426\,d=\sqrt{2.198^2-1.265^2}\ \text{nm}\approx1.80\ \text{nm},\qquad d\approx4.2\ \text{nm}.$$

For a smaller difference between the strips the plain average has the smaller total error in a run of this size; for a larger one the weighted mean has.

## Part (d): cloned ions

Let the 900 edge histories now come from 90 ions, each split into ten clones of weight 0.1 on its way. Clones share the early part of their path, so their depths are correlated. Let $\rho$ be the correlation coefficient between two clones of one family, and let different families be independent.

The sum of ten clone depths has ten variance terms and $10\times9=90$ cross terms:

$$10\,\sigma^2+90\,\rho\,\sigma^2=10\,\sigma^2(1+9\rho).$$

Multiplying by the squared weight 0.01 and by the 90 families gives $9(1+9\rho)\,\sigma^2$ in place of $9\,\sigma^2$. Hence

$$n_{\rm eff}=\frac{190^2}{100+9(1+9\rho)}.$$

For $\rho=0$ this is the earlier 331. For $\rho=0.5$ it is 241.5, and for $\rho=1$ it is $36100/190=190$. In the last case the clones of a family all stop at the same depth and add nothing to one another. The run then consists of $100+90=190$ independent ions, each with total weight 1. Simulated families gave 241.0 and 192.5 for the two correlated cases. The deviations of 0.2 % and 1.3 % are compatible with the standard scatter of 1 % expected from 20000 repetitions. The simple formula is thus too optimistic for positively correlated clones.

Cloning also changes the comparison of part (c). The plain average now has the variance $\left[100+900(1+9\rho)\right]\sigma^2/1000^2$, which corresponds to 198 equal histories at $\rho=0.5$ and to 110 at $\rho=1$. Setting this equal to the variance of the weighted mean, $\left[100+9(1+9\rho)\right]\sigma^2/190^2$, gives $\rho\approx0.345$. Above that correlation the weighted mean is the better estimator even if the strips do not differ.

## The model beside a real implant

The mean depth and spread are rough but of the right size for boron at this energy. A run of 1000 histories is small. At fixed proportions the error falls as the inverse square root of the number of histories, so an error of 0.5 nm needs $(2.198/0.5)^2\approx19$ times as many.

A Gaussian with these parameters places 0.62 % of the ions above the surface. Cutting that part off moves the mean from 100 to 100.7 nm and the spread from 40 to 39.1 nm, which is minor here. The Gaussian tail is only a stand-in for backscattering. Boron profiles in amorphous silicon are skewed towards the surface, opposite to the gamma law of part (c), and the share of ions that leave through the surface is nearer 1 %. The formula for $n_{\rm eff}$ does not depend on this shape.

Crystalline silicon breaks the Gaussian assumption more strongly, because some ions are channelled between rows of atoms and travel farther. As a rough trial, let 10 % of the ions have a mean depth of 200 nm and a spread of 80 nm. The overall mean becomes 110 nm and the overall spread 54.6 nm. If this holds equally in both strips, $n_{\rm eff}$ stays at 331, but the standard error rises from 2.20 to 3.00 nm, or by 36 %.

A real mask edge can also break the lateral uniformity, since ions that pass through a corner of the mask lose energy there. A shift of the mean depth was treated in part (c). If the spreads $\sigma_1$ (inner) and $\sigma_2$ (edge) differ, the derivation holds with each group's own variance:

$$\mathrm{Var}\,m=\frac{100\,\sigma_1^2+9\,\sigma_2^2}{190^2}.$$

With $\sigma_1=40$ nm and $\sigma_2=48$ nm the standard error is 2.24 nm, about 2 % above the value for equal spreads. The effect is small because the edge supplies so little of the noise. Finally, if the simulation lets each ion meet the damage left by earlier ones, the histories are no longer independent. The size of that effect is not estimated here.

## Numbers as computed

```
histories, weight 1: 100
histories, weight 0.1: 900
sum of weights: 190.0
sum of squared weights: 109.0
effective sample size: 331.19
ratio n_eff/n: 0.3312
mean weight: 0.1900
standard deviation of weights: 0.2700
relative spread of weights squared: 2.0194
heavy share of squared weights: 0.9174
n_eff from full enumeration: 331.19
n_eff from 20000 simulated runs: 330.2
rough mean depth: 100 nm
rough depth spread: 40 nm
standard error, weighted mean: 2.198 nm
standard error, 1000 equal weights: 1.265 nm
fraction deeper than 150 nm: 0.1056
standard error of that fraction: 0.0169
edge shift tried: -10 nm
true window mean with shift: 95.263 nm
simulated average of weighted mean: 95.260 nm
expected plain mean with shift: 91.000 nm
simulated average of plain mean: 91.000 nm
bias of plain mean: -4.263 nm
rms error of plain mean: 4.447 nm
edge spread tried: 48 nm
standard error with that edge spread: 2.238 nm
n_eff, clone correlation 0.5: 241.5
  same, simulated: 241.0
n_eff, clone correlation 1.0: 190.0
  same, simulated: 192.5
Gaussian part above surface: 0.62 %
mean depth after cutting it off: 100.71 nm
spread after cutting it off: 39.10 nm
channelled share tried: 10 %
channelled mean depth tried: 200 nm
channelled spread tried: 80 nm
mean depth with channelled tail: 110.0 nm
spread with channelled tail: 54.6 nm
standard error with tail: 3.000 nm
```
